# Sign Change of Tunnelling Exchange between Free-Electron Ferromagnets

## Exchange through a thick rectangular barrier

In a magnetic tunnel junction one ferromagnet should switch while the other stays fixed. Tunnelling electrons couple the two magnetizations. If this coupling is assumed to decay with barrier thickness at a fixed sign, the predicted shift of the switching field can have the wrong direction, because barrier height decides whether parallel or antiparallel alignment is favoured. A thickness at which two contributions cancel can also be mistaken for absence of coupling. The free-electron model due to Slonczewski gives the sign in closed form, provided that the barrier is thick in a sense determined below.

### Model and sign convention

Two identical half-infinite ferromagnets $A$ and $B$ are separated by a barrier of thickness $d$ and potential $U$. Their magnetizations make an angle $\theta$. An electron has the same mass $m$ everywhere and sees the potential $V_\uparrow$ or $V_\downarrow$ in a ferromagnet, according to its spin along the local axis. We take $V_\uparrow<V_\downarrow<E_F<U$, zero temperature, no bias and a fixed Fermi level. Spin-orbit coupling and electron correlation are left out.

The interfaces are flat, so the parallel wave vector is conserved. Let $E$ be the energy of perpendicular motion alone, and define

$$
k_\sigma^2=\frac{2m(E-V_\sigma)}{\hbar^2},\qquad q^2=\frac{2m(U-E)}{\hbar^2}. \tag{1}
$$

At $E=E_F$, $q$ is called $\kappa$, and $\varphi=U-E_F=\hbar^2\kappa^2/2m$ is the barrier height. The coupling $J$ is defined by the energy per area

$$
\Omega(\theta)=\text{const}-J\cos\theta, \tag{2}
$$

so that $J>0$ favours parallel magnetizations.

### Reflection seen from inside the barrier

Put an interface at $x=0$, with the barrier on its left. A decaying wave and its reflection meet an outgoing wave:

$$
\psi=e^{-qx}+r_\sigma e^{qx}\ (x<0),\qquad \psi=Ce^{ik_\sigma x}\ (x>0).
$$

Continuity of $\psi$ gives $1+r_\sigma=C$, and continuity of $\psi'$ gives $-q+qr_\sigma=ik_\sigma C$. Eliminating $C$,

$$
r_\sigma=\frac{q+ik_\sigma}{q-ik_\sigma}. \tag{3}
$$

For real $k_\sigma$ this is a pure phase. Below a band bottom $k_\sigma=ip$ with $p>0$, and $r_\sigma=(q-p)/(q+p)$ is real.

For a magnetization along the unit vector $\mathbf n$, reflection is a matrix in spin space with eigenvalues $r_\uparrow$ and $r_\downarrow$:

$$
R=\frac{r_\uparrow+r_\downarrow}{2}+\frac{r_\uparrow-r_\downarrow}{2}\,\boldsymbol\sigma\cdot\mathbf n. \tag{4}
$$

### From reflection to energy

First close each ferromagnet with a distant hard wall, so that the levels are discrete. A state exists when a barrier wave reproduces itself after reflection at both interfaces. One round trip multiplies it by $R_AR_Be^{-2qd}$, hence the levels $E_n$ are zeros of

$$
D(E)=\det\left(1-R_AR_Be^{-2qd}\right). \tag{5}
$$

The poles of $D$ are the levels $E_n^0$ of one ferromagnet facing an infinitely thick barrier, since an infinite reflection amplitude means a state that needs no incident wave. These reference levels depend on neither $d$ nor $\theta$.

Give $E$ a small positive imaginary part. As $E$ rises past $E_n$, the phase of $E-E_n$ falls from $\pi$ to zero. The phase of $D$ thus falls by $\pi$ at each zero and rises by $\pi$ at each pole. Below all levels $D$ is real and positive. The change in the number of levels below $E$, relative to the infinitely thick barrier, is therefore

$$
\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln D(E). \tag{6}
$$

Now move the walls to infinity while the imaginary part stays larger than the level spacing. Waves returning from the walls die out, and the amplitudes become those of (3).

Each perpendicular level carries a continuum of parallel motion. Per area, $mw/2\pi\hbar^2$ parallel states have parallel energy below $w$. At fixed $E_F$ and $T=0$ a level at $E<E_F$ contributes

$$
-\int_0^{E_F-E}\frac{mw}{2\pi\hbar^2}\,dw=-\frac{m(E_F-E)^2}{4\pi\hbar^2}. \tag{7}
$$

Weighting (7) with $d\Delta N/dE$ and integrating by parts, with vanishing end terms, gives

$$
\Delta\Omega=-\frac{m}{2\pi\hbar^2}\int_{-\infty}^{E_F}(E_F-E)\,\Delta N(E)\,dE. \tag{8}
$$

For a thick barrier we keep one round trip. Since $\ln\det=\mathrm{tr}\ln$, (6) becomes

$$
\Delta N\simeq\frac1\pi\,\mathrm{Im}\,\mathrm{tr}(R_AR_B)\,e^{-2qd}. \tag{9}
$$

The next term carries $e^{-4qd}$. Pauli matrices are traceless and $\mathrm{tr}[(\boldsymbol\sigma\cdot\mathbf n_A)(\boldsymbol\sigma\cdot\mathbf n_B)]=2\cos\theta$, so (4) gives

$$
\mathrm{tr}(R_AR_B)=\frac{(r_\uparrow+r_\downarrow)^2}{2}+\frac{(r_\uparrow-r_\downarrow)^2}{2}\cos\theta. \tag{10}
$$

The cosine law thus belongs to one round trip. Inserting (9) and (10) in (8) and comparing with (2),

$$
J=\frac{m}{4\pi^2\hbar^2}\int_{-\infty}^{E_F}(E_F-E)\,F\,e^{-2qd}\,dE,\qquad F=\mathrm{Im}(r_\uparrow-r_\downarrow)^2. \tag{11}
$$

### The factor that carries the sign

From (3), over a common denominator,

$$
r_\uparrow-r_\downarrow=\frac{(q+ik_\uparrow)(q-ik_\downarrow)-(q+ik_\downarrow)(q-ik_\uparrow)}{(q-ik_\uparrow)(q-ik_\downarrow)}
=\frac{2iq(k_\uparrow-k_\downarrow)}{(q-ik_\uparrow)(q-ik_\downarrow)},
$$

because the terms $q^2+k_\uparrow k_\downarrow$ cancel. Write $P=k_\uparrow k_\downarrow$ and $S=k_\uparrow+k_\downarrow$. Squaring, and multiplying above and below by the conjugate of the denominator,

$$
(r_\uparrow-r_\downarrow)^2=-\frac{4q^2(k_\uparrow-k_\downarrow)^2\,[\,q^2-P+iqS\,]^2}{(q^2+k_\uparrow^2)^2(q^2+k_\downarrow^2)^2}.
$$

The bracket squared has imaginary part $2qS(q^2-P)$. With the minus sign in front,

$$
F(q)=\frac{8q^3(P-q^2)(k_\uparrow-k_\downarrow)^2S}{(q^2+k_\uparrow^2)^2(q^2+k_\downarrow^2)^2}. \tag{12}
$$

This holds when both wave numbers are real. Between the two band bottoms the definition in (11) must be used with imaginary $k_\downarrow$; below both, $F=0$.

The phases show what happens. With $r_\sigma=e^{2i\delta_\sigma}$ and $\tan\delta_\sigma=k_\sigma/q$,

$$
F=-4\sin^2(\delta_\uparrow-\delta_\downarrow)\,\sin[2(\delta_\uparrow+\delta_\downarrow)]. \tag{13}
$$

The first factor measures the spin contrast of the reflection. The second changes sign when $\delta_\uparrow+\delta_\downarrow=\pi/2$, that is, when $\tan\delta_\uparrow\tan\delta_\downarrow=1$ or $q^2=P$. The spin contrast does not vanish there; its contribution to the level count does.

### Thick-barrier limit

From (1), $E_F-E=\hbar^2(q^2-\kappa^2)/2m$ and $dE=-\hbar^2q\,dq/m$. Equation (11) becomes

$$
J=\frac{\hbar^2}{8\pi^2m}\int_\kappa^\infty q(q^2-\kappa^2)F(q)e^{-2qd}\,dq. \tag{14}
$$

The exponential confines the integral to $q$ near $\kappa$: electrons at the Fermi level and near normal incidence dominate. With $q=\kappa+s$,

$$
q(q^2-\kappa^2)F=2\kappa^2F(\kappa)\,s+\left[3\kappa F(\kappa)+2\kappa^2F'(\kappa)\right]s^2+\dots
$$

Since $\int_0^\infty se^{-2sd}ds=1/4d^2$ and $\int_0^\infty s^2e^{-2sd}ds=1/4d^3$,

$$
J=\frac{\varphi}{8\pi^2d^2}e^{-2\kappa d}\left[F+\frac1d\left(\frac{3F}{2\kappa}+F'\right)+\dots\right]_{q=\kappa}. \tag{15}
$$

The leading term is

$$
J_0=\frac{\varphi}{8\pi^2d^2}\,
\frac{8\kappa^3(k_\uparrow k_\downarrow-\kappa^2)(k_\uparrow-k_\downarrow)^2(k_\uparrow+k_\downarrow)}{(\kappa^2+k_\uparrow^2)^2(\kappa^2+k_\downarrow^2)^2}\,e^{-2\kappa d}, \tag{16}
$$

with all wave numbers at the Fermi level. Every factor except $k_\uparrow k_\downarrow-\kappa^2$ is positive. The leading coupling is ferromagnetic for $\kappa^2<k_\uparrow k_\downarrow$, antiferromagnetic for $\kappa^2>k_\uparrow k_\downarrow$, and zero at equality. In terms of barrier height the change occurs at

$$
\varphi_c=\sqrt{(E_F-V_\uparrow)(E_F-V_\downarrow)}. \tag{17}
$$

For a high barrier, $\kappa\gg k_\uparrow$, the spin factor tends to $-8(k_\uparrow-k_\downarrow)^2S/\kappa^3$. For a low one, $\kappa\ll k_\downarrow$, it tends to $+8\kappa^3(k_\uparrow-k_\downarrow)^2S/P^3$, still with $\kappa d\gg1$ required. Without exchange splitting $J_0$ vanishes.

### How thick is thick?

Along the integral $q^2+k_\sigma^2=2m(U-V_\sigma)/\hbar^2$ is constant, so $dk_\sigma/dq=-q/k_\sigma$ and the denominator of (12) does not vary. The logarithmic derivatives of its other factors are

- $3/q$ from $q^3$,
- $2q/P$ from $(k_\uparrow-k_\downarrow)^2$,
- $-q/P$ from $S$,
- $-qS^2/[P(P-q^2)]$ from $P-q^2$, because $dP/dq=-q(k_\uparrow^2+k_\downarrow^2)/P$.

Adding them and the term $3/2\kappa$ from (15) gives $J=J_0(1+A/d+\dots)$ with

$$
A=\frac{9}{2\kappa}+\frac{\kappa}{P}-\frac{\kappa S^2}{P(P-\kappa^2)}. \tag{18}
$$

Small $\kappa d$ is therefore not the only danger. $A$ also grows when $k_\downarrow\to0$, where a band edge approaches the Fermi level, and when $\kappa^2\to P$, where $J_0$ vanishes.

At $\kappa^2=P$ the bracket in (15) reduces to $F'/d$. Write $F=G\,(P-q^2)$ with $G>0$; then $F'=-G\kappa S^2/P<0$. The remaining coupling is antiferromagnetic and falls as $e^{-2\kappa d}/d^3$. To find the zero of the whole coupling, vary $\kappa$ at fixed Fermi wave numbers. Near $\sqrt P$, $F\simeq-2\sqrt P\,G\,(\kappa-\sqrt P)$, and $F+F'/d=0$ gives

$$
\kappa_0\simeq\sqrt{k_\uparrow k_\downarrow}-\frac{(k_\uparrow+k_\downarrow)^2}{2k_\uparrow k_\downarrow\,d}. \tag{19}
$$

The criterion $\kappa^2=k_\uparrow k_\downarrow$ is thus the limit of the zero for $d\to\infty$.

States below $E_F$ explain the direction of the shift. At a depth $w=E_F-E$, $F$ changes sign when $(E_F-V_\uparrow-w)(E_F-V_\downarrow-w)=(\varphi+w)^2$. The $w^2$ terms cancel, leaving

$$
w_0=\frac{\varphi_c^2-\varphi^2}{(E_F-V_\uparrow)+(E_F-V_\downarrow)+2\varphi}. \tag{20}
$$

When $\varphi<\varphi_c$, the states from depth $w_0$ down to the bottom of the spin-down band act antiferromagnetically. For the band depths used below, the still deeper states, where only spin up propagates and (12) does not apply, also give a net antiferromagnetic contribution. A thinner barrier gives both groups more weight.

### Temperature and barrier mass

At temperature $T$, $E_F-E$ in (11) is replaced by $k_BT\ln[1+e^{(E_F-E)/k_BT}]$, and the integral continues above $E_F$, because states there are partly occupied. Set $u=E-E_F$ and expand $q$ to first order, so that $e^{-2qd}\simeq e^{-2\kappa d}e^{\alpha u}$ with $\alpha=\kappa d/\varphi$. One integration by parts leaves the Fermi function:

$$
\frac1\alpha\int_{-\infty}^{\infty}\frac{e^{\alpha u}\,du}{e^{u/k_BT}+1}
=\frac{1}{\alpha}\,\frac{\pi k_BT}{\sin(\pi\alpha k_BT)}.
$$

At $T=0$ the same expression is $1/\alpha^2$. Hence

$$
\frac{J_0(T)}{J_0(0)}=\frac{x}{\sin x},\qquad x=\frac{\pi k_BT\,\kappa d}{\varphi}<\pi. \tag{21}
$$

The divergence at $x=\pi$ comes from the linear expansion of $q$: there $\alpha k_BT=1$, and the linearized integrand no longer decays at high energy. Equation (21) is used here only for $x\le1$. For $\varphi=0.5$ eV, $d=40$ nm and $x=1$, with the band depths used below, quadrature gives 1.184 and (21) gives 1.188.

If the barrier mass is $\mu m$, continuity of $\psi'/\text{mass}$ replaces $q$ by $q/\mu$ in (3). Now let $E$ denote total energy. Near the Fermi level and normal incidence,

$$
q\simeq\kappa+\frac{k_\parallel^2}{2\kappa}+\frac{\mu m(E_F-E)}{\hbar^2\kappa},\qquad \kappa^2=\frac{2\mu m\varphi}{\hbar^2}.
$$

The integral over parallel wave vectors gives $\kappa/4\pi d$, and that over energy gives $\hbar^2\kappa/2\mu md$. Their product, times $1/2\pi$, is again $\varphi/8\pi^2d^2$. So (16) keeps its prefactor and exponential, while $\kappa$ in its spin factor becomes $\kappa/\mu$. The critical height becomes $\mu\varphi_c$.

### A junction in numbers

Take band depths $E_F-V_\uparrow=4$ eV and $E_F-V_\downarrow=1$ eV. With $\hbar^2/2m=0.0381$ eV nm², the wave numbers are $k_\uparrow=10.25$ and $k_\downarrow=5.12$ nm⁻¹, and $\varphi_c=\sqrt{4\cdot1}=2$ eV.

For $\varphi=0.5$ eV, $\kappa=3.623$ nm⁻¹ and $F=0.2794$. At $d=2$ nm,

$$
J_0=\frac{0.5}{8\pi^2\cdot4}\cdot0.2794\cdot e^{-14.49}\ \text{eV/nm}^2
=2.25\times10^{-10}\ \text{eV/nm}^2=3.61\times10^{-8}\ \text{mJ/m}^2 .
$$

For $\varphi=3$ eV, $\kappa=8.874$ nm⁻¹ and $F=-0.1591$. The correction lengths $A$ are 0.90 and 2.20 nm. The table compares the approximations with integral (14), in mJ/m² at $T=0$.

| $\varphi$ (eV) | $d$ (nm) | $J_0$ | $J_0(1+A/d)$ | integral |
|---|---|---|---|---|
| 0.5 | 1 | 2.02e-4 | 3.84e-4 | 9.81e-5 |
| 0.5 | 2 | 3.61e-8 | 5.23e-8 | 4.86e-8 |
| 0.5 | 4 | 4.59e-15 | 5.62e-15 | 5.62e-15 |
| 3 | 1 | -1.90e-8 | -6.07e-8 | -7.82e-8 |
| 3 | 4 | -8.95e-33 | -1.39e-32 | -1.54e-32 |

At 1 nm and 0.5 eV the leading term is twice the integral, and the first correction makes it worse. Equation (20) gives $w_0=(4-0.25)/6=0.625$ eV, while the weight $we^{-\alpha w}$ peaks near $1/\alpha=0.14$ eV; its tail reaches the states of opposite sign. The states above $w_0$ give $+2.52\times10^{-4}$ mJ/m², those from $w_0$ to the spin-down band bottom give $-0.74\times10^{-4}$, and those below that bottom give $-0.80\times10^{-4}$. For the 3 eV barrier, $J_0$ is still only 58% of the integral at 4 nm, where the coupling is far too small to matter.

The zero of the integral lies at 0.64 eV for $d=1$ nm, 1.29 eV for 2 nm, 1.74 eV for 5 nm and 1.94 eV for 20 nm. For 20 nm, (19) gives $\kappa_0=7.245-2.25/20=7.133$ nm⁻¹, or 1.94 eV. At 1 nm, a 1 eV barrier thus lies on the antiferromagnetic side of the zero, although (16) predicts ferromagnetic coupling.

Summing the energy levels of finite junctions tests the sign without using reflection amplitudes. With 30 nm electrodes, a 0.01 nm grid and 300 K, the levels give $J=1.107\times10^{-4}$ mJ/m² for $\varphi=0.5$ eV and $d=1$ nm; the one-round-trip integral gives $1.101\times10^{-4}$. For 3 eV and 0.5 nm the values are $-1.362\times10^{-3}$ and $-1.351\times10^{-3}$. The differences are below 1% of the integral.

### Beside a real tunnel junction

Oxide barriers about 1 nm thick and of order 1 eV high are roughly typical of transition-metal tunnel junctions; the 3 eV exchange splitting used here is on the large side. Couplings reported for the thinnest epitaxial oxide barriers, near 0.5 nm, are of order 0.1 mJ/m², far above the values tabulated here for 1 nm. Much of this gap comes from thickness and barrier mass: for 0.5 nm, 1 eV and a barrier mass of $0.4m$, the free-electron model gives $-0.16$ mJ/m². This value depends strongly on the parameters: it falls to $-0.036$ for a 2 eV barrier and to $-0.003$ for 3.5 eV, and at 1 eV a 2 eV exchange splitting gives $-0.06$ (band depths 4 and 2 eV) or $-0.08$ (3 and 1 eV). Agreement in size alone does not establish the mechanism. Real junctions break several assumptions, whose effects are sized at $d=1$ nm:

- **Barrier mass.** A mass of $0.4m$ moves the leading-order critical height from 2 to 0.8 eV. The leading term is a poor guide to the size of the effect at 1 nm. Integrated over energy and parallel wave vector, the coupling at 0.5 eV changes from $+9.8\times10^{-5}$ to $-6.4\times10^{-3}$ mJ/m², although $J_0$ stays positive. At 3 eV it keeps its sign and grows about 360-fold.
- **Image force.** At mid-barrier the images alternate in sign at distances $nd$ on both sides, so the barrier falls by $(e^2/\epsilon d)(1-\tfrac12+\tfrac13-\dots)=e^2\ln2/\epsilon d$. This is 0.33 eV for permittivity $\epsilon=3$. Lowering the whole barrier by this amount multiplies the integral by 23 at 0.5 eV and by 2.5 at 3 eV. The lowering is smallest at mid-barrier, so these factors understate the effect. With the full image profile, cut off near the interfaces between $E_F$ and 1 eV below it, they become roughly 50 to 120 and 7 to 8, depending on the cutoff.
- **Thickness fluctuations.** A Gaussian spread of 0.1 nm multiplies the mean coupling by 7.0 at 3 eV, where thin spots dominate. At 0.5 eV the factor is 0.29, so there the spread weakens the mean coupling.
- **Temperature.** From 0 to 300 K the integral grows by 12% at 0.5 eV, against 6% from (21), and by 0.2% at 3 eV.

Correlated roughness adds a magnetostatic coupling. Let both interfaces follow $a\cos(2\pi y/\lambda)$, with magnetization $M$ along $y$ and $g=2\pi/\lambda$. For parallel magnetizations the facing surfaces carry opposite magnetic charges of amplitude $Mag$. In Gaussian units such a sheet produces a potential of amplitude $2\pi Ma\,e^{-gd}$ at distance $d$. Averaging charge times potential over a period gives

$$
J_{\rm m}=\pi M^2a^2g\,e^{-gd}. \tag{22}
$$

For $M=1500$ emu/cm³, $a=0.3$ nm and $\lambda=20$ nm this is 0.0146 mJ/m², favouring parallel alignment. It is about 150 times the tunnelling exchange of the 0.5 eV barrier with mass $m$. Equation (22) assumes half-infinite magnets. For two films of thickness $t$ whose outer surfaces follow the same profile, it acquires a factor $(1-e^{-gt})^2$, giving 0.0054 mJ/m² at $t=3$ nm, comparable in size to the tunnelling exchange of the 0.5 eV barrier with mass $0.4m$. Where the magnetostatic term dominates in this way, the sign of the total coupling says nothing about the sign of the tunnelling exchange. Real band structure and defect states in the barrier are not sized here and may change both sign and magnitude. The numerical output lists the remaining values.

## Computed values

```
hbar^2/2m = 0.038100 eV nm^2; 1 eV/nm^2 = 160.218 mJ/m^2
band depths up, down = 4.0, 1.0 eV
k_up, k_down = 10.2463, 5.1232 1/nm
k_up*k_down = 52.4937 1/nm^2
leading-term critical barrier = 2.0000 eV
Box levels against one-round-trip integral, 300 K:
 d=1.0 nm phi=0.5 eV: box 1.1073e-04, integral 1.1005e-04 mJ/m^2
 d=0.5 nm phi=3.0 eV: box -1.3617e-03, integral -1.3506e-03 mJ/m^2
angle test at 60 deg: 0.75000 (cosine law 0.75)
Correction length A: extrapolated, formula
 phi=0.5 eV: 0.8972, 0.8971 nm
 phi=3.0 eV: 2.1974, 2.1975 nm
Coupling at T=0 in mJ/m^2: leading, leading*(1+A/d), integral
 phi=0.5 eV: kappa=3.6226 1/nm, F=0.27935
  d=1 nm: 2.0224e-04, 3.8368e-04, 9.8110e-05
  d=2 nm: 3.6077e-08, 5.2261e-08, 4.8620e-08
  d=4 nm: 4.5923e-15, 5.6223e-15, 5.6153e-15
 phi=3.0 eV: kappa=8.8736 1/nm, F=-0.15907
  d=1 nm: -1.8990e-08, -6.0720e-08, -7.8168e-08
  d=2 nm: -9.3103e-17, -1.9540e-16, -2.6597e-16
  d=4 nm: -8.9517e-33, -1.3870e-32, -1.5411e-32
Barrier height where the integral J vanishes:
 d=1 nm: 0.6429 eV
 d=2 nm: 1.2910 eV
 d=5 nm: 1.7390 eV
 d=20 nm: 1.9372 eV
 d=100 nm: 1.9876 eV
zero shift times d: 2.2500, formula 2.2500 (no unit)
thermal factor at x=1: 1.1841, formula 1.1884
barrier-mass test ratio (limit 1): 1.00018
Neglected effects at d = 1.0 nm:
 image lowering (permittivity 3) = 0.3327 eV
 phi=0.5 eV: J(300 K)/J(0) = 1.1217, x/sin x = 1.0601
  J with image-lowered barrier = 2.2748e-03 mJ/m^2
  thickness spread 0.1 nm: J factor 0.2887
  leading J, barrier mass 0.4 m = 1.8714e-03 mJ/m^2
 phi=3.0 eV: J(300 K)/J(0) = 1.0023, x/sin x = 1.0097
  J with image-lowered barrier = -1.9351e-07 mJ/m^2
  thickness spread 0.1 nm: J factor 7.0333
  leading J, barrier mass 0.4 m = -2.3053e-05 mJ/m^2
 critical barrier, mass 0.4 m = 0.8000 eV
 roughness: M=1500 emu/cm^3, amplitude 0.3 nm, period 20 nm
 magnetostatic coupling = 1.4598e-02 mJ/m^2 (parallel)
```
